# Proper Piezoelectric Response from Berry Phases of a Strained Crystal, part 1

(Sections cited here and not found follow in the second part.)

## Charge carried through a slowly strained insulator

A ferroelectric hafnia film lies between two metal electrodes joined by a wire through an ammeter. The substrate is bent, the film is stretched in its plane, and a charge passes through the meter. This charge has one definite value. The formal polarization of the crystal does not: it is defined up to a lattice of values, because the position of an electron or an ion in a periodic solid is known up to a lattice vector. If the piezoelectric coefficient were simply the strain derivative of that polarization, it could inherit the ambiguity, since the spacing of the allowed values depends on the size of the cell. The quantity to be found is the strain derivative that gives the charge in the wire.

**Lattice coordinates and assumptions.** Let $\mathbf a_1,\mathbf a_2,\mathbf a_3$ be the lattice vectors, forming a right-handed set, and let $h$ be the matrix with these vectors as columns. A point has Cartesian position $\mathbf r$ and reduced position $\boldsymbol\xi$, with

$$\mathbf r=h\boldsymbol\xi,\qquad h=Fh_0,\qquad F=1+\varepsilon,\qquad \Omega=\det h. \tag{1}$$

Here $h_0$ describes the unstrained crystal, $\Omega$ is the cell volume, and $\varepsilon_{jk}$ is the homogeneous displacement gradient. It is allowed to have an antisymmetric part, which describes a rotation. Greek indices label lattice directions and Latin indices label Cartesian ones.

The crystal is a neutral, nonmagnetic, spin-paired insulator. Its electrons are described by one-particle states in a potential $V(\boldsymbol\xi,t)$ with period one in each $\xi_\alpha$. The potential may be self-consistent. Its periodicity expresses the short-circuit condition: a macroscopic electric field would add a term growing linearly with position. The gap between occupied and empty states stays open during the strain.

The elementary charge $e$ is positive. Ion $s$ has integer core charge $Z_se$ and reduced position $s_\alpha$. There are $N$ occupied bands, each holding two electrons per cell, so neutrality reads $\sum_sZ_s=2N$.

**Electron positions from Berry phases.** The Bloch states are $e^{i\boldsymbol\kappa\cdot\boldsymbol\xi}u_{n\boldsymbol\kappa}(\boldsymbol\xi)$, where $\kappa_\alpha=\mathbf k\cdot\mathbf a_\alpha$ runs over an interval of length $2\pi$ and $u_{n\boldsymbol\kappa}$ is periodic and normalized in the unit cell of $\boldsymbol\xi$. Their phases are chosen so that the Bloch states are smooth and periodic in $\boldsymbol\kappa$. For several bands this may require mixing the occupied states among themselves. The Wannier function in the home cell is

$$W_n(\boldsymbol\xi)=\int\frac{d^3\kappa}{(2\pi)^3}\,e^{i\boldsymbol\kappa\cdot\boldsymbol\xi}u_{n\boldsymbol\kappa}(\boldsymbol\xi). \tag{2}$$

To find its centre, use $\xi_\alpha e^{i\boldsymbol\kappa\cdot\boldsymbol\xi}=-i\partial_{\kappa_\alpha}e^{i\boldsymbol\kappa\cdot\boldsymbol\xi}$ and integrate by parts. The boundary terms cancel because the Bloch states are periodic in $\boldsymbol\kappa$, leaving

$$\xi_\alpha W_n=\int\frac{d^3\kappa}{(2\pi)^3}\,e^{i\boldsymbol\kappa\cdot\boldsymbol\xi}\,i\partial_{\kappa_\alpha}u_{n\boldsymbol\kappa}. \tag{3}$$

Multiply by $W_n^*$ and integrate over all $\boldsymbol\xi$. The sum over cells gives $(2\pi)^3\delta(\boldsymbol\kappa-\boldsymbol\kappa')$, which removes one of the two wave-vector integrals. Hence

$$w_{n\alpha}=\int\frac{d^3\kappa}{(2\pi)^3}A_{n\alpha},\qquad A_{n\alpha}=\langle u_n|i\partial_{\kappa_\alpha}u_n\rangle. \tag{4}$$

The integral of $A_{n\alpha}$ over $\kappa_\alpha$ is a Berry phase. The centre is this phase divided by $2\pi$ and averaged over the other two wave numbers.

The reduced dipole of a cell, in units of $e$, is

$$p_\alpha=\sum_sZ_ss_\alpha-2\sum_{n=1}^{N}w_{n\alpha}, \tag{5}$$

and the formal polarization is the corresponding dipole per volume,

$$\mathbf P=\frac e\Omega\sum_\alpha p_\alpha\mathbf a_\alpha. \tag{6}$$

Moving the coordinate origin adds the same constant to every ionic position and every electron centre. By neutrality, $p_\alpha$ does not change.

**The branches.** Replace $u_n$ by $e^{-i\theta(\boldsymbol\kappa)}u_n$. Differentiation gives $A_{n\alpha}\to A_{n\alpha}+\partial_{\kappa_\alpha}\theta$. Periodicity of the state requires $\theta$ to change by an integer multiple of $2\pi$ across the zone, so $w_{n\alpha}$ changes by an integer. For a unitary mixing of the occupied bands, the sum of the centres changes in the same way, with the phase of the determinant in place of $\theta$. Assigning ion $s$ to a neighbouring cell changes $p_\alpha$ by an integer multiple of $Z_s$. All these descriptions represent the same crystal, and they are related by

$$p_\alpha\to p_\alpha+m_\alpha,\qquad m_\alpha\ \text{integer}. \tag{7}$$

If all core charges are even, $m_\alpha$ is even, because the electrons enter in pairs.

**The electron equation in a moving lattice.** The charge in the wire must come from a current, so the next object needed is the electron's motion during the strain. Let $\dot h=Dh$. A material point then moves with velocity $D\mathbf r$. Take $D$ symmetric, so that the flow has no rotation; rotations are treated separately in the second half. The Schrödinger equation is

$$i\hbar\partial_t\psi=-\frac{\hbar^2}{2m}\nabla^2\psi+V(h^{-1}\mathbf r,t)\psi, \tag{8}$$

with $m$ the electron mass. The wave function is written as

$$\psi(\mathbf r,t)=\Omega^{-1/2}e^{iS/\hbar}\chi(\boldsymbol\xi,t),\qquad S=\tfrac12m\,\mathbf r\cdot D\mathbf r. \tag{9}$$

The factor $\Omega^{-1/2}$ preserves normalization when the volume element changes from $d^3r$ to $d^3\xi$. The phase $S/\hbar$ gives the electron the velocity $\nabla S/m=D\mathbf r$ of the lattice. This last equality needs $D$ to be symmetric.

For the time derivative, note that $\dot\Omega=\Omega\,\mathrm{tr}D$. At fixed $\mathbf r$, the reduced position changes at the rate $\partial_t(h^{-1})\mathbf r=-h^{-1}D\mathbf r$. After division by the common factor $\Omega^{-1/2}e^{iS/\hbar}$, the left side of (8) is

$$i\hbar\partial_t\chi-i\hbar(h^{-1}D\mathbf r)\cdot\partial_{\boldsymbol\xi}\chi-\frac{i\hbar}{2}(\mathrm{tr}D)\chi-\frac m2(\mathbf r\cdot\dot D\mathbf r)\chi. \tag{10}$$

For the kinetic term, two differentiations of the product give

$$-\frac{\hbar^2}{2m}\nabla^2\chi-i\hbar D\mathbf r\cdot\nabla\chi-\frac{i\hbar}{2}(\mathrm{tr}D)\chi+\frac m2|D\mathbf r|^2\chi. \tag{11}$$

The chain rule gives $\nabla\chi=(h^{-1})^T\partial_{\boldsymbol\xi}\chi$, so $D\mathbf r\cdot\nabla\chi=(h^{-1}D\mathbf r)\cdot\partial_{\boldsymbol\xi}\chi$. The transport terms in (10) and (11) are therefore equal and cancel. The trace terms cancel as well. With $|D\mathbf r|^2=\mathbf r\cdot D^2\mathbf r$, the result is

$$i\hbar\partial_t\chi=\left[-\frac{\hbar^2}{2m}g^{\alpha\beta}\partial_\alpha\partial_\beta+V+\frac m2\mathbf r\cdot(\dot D+D^2)\mathbf r\right]\chi, \tag{12}$$

where $g^{\alpha\beta}=(h^{-1}(h^{-1})^T)_{\alpha\beta}$, $\partial_\alpha=\partial/\partial\xi_\alpha$, and repeated indices are summed.

The first two terms have the periodicity of the lattice, with a period that no longer changes. The last is an inertial potential. If a given strain is applied over a time $\tau$ to a sample of fixed size, this potential falls as $1/\tau^2$. It is dropped in the slow limit, and its size is estimated in the example.

**Current relative to the material.** From (9), the velocity field of the electron is the lattice velocity $D\mathbf r$ plus the velocity described by $\chi$. A face $\xi_\alpha=\text{constant}$ itself moves with velocity $D\mathbf r$. The common motion therefore carries nothing through it, and only the relative motion counts.

For a Bloch state, the periodic part of $\chi$ obeys a Schrödinger equation with

$$H_{\boldsymbol\kappa}=\frac{\hbar^2}{2m}g^{\alpha\beta}(-i\partial_\alpha+\kappa_\alpha)(-i\partial_\beta+\kappa_\beta)+V,\qquad v_\alpha=\frac1\hbar\frac{\partial H_{\boldsymbol\kappa}}{\partial\kappa_\alpha}. \tag{13}$$

The operator $v_\alpha$ is the rate of change of $\xi_\alpha$.

During slow change, an occupied state acquires a small admixture of the others. Apart from an overall phase, write it as $|u_n\rangle+\sum_{l\ne n}c_l|u_l\rangle$, where the $u_l$ are instantaneous eigenstates with energies $E_l$. Projecting the time-dependent equation on $u_l$, and keeping terms of first order in the rate, gives

$$i\hbar\langle u_l|\partial_tu_n\rangle+E_nc_l=E_lc_l,\qquad c_l=\frac{i\hbar\langle u_l|\partial_tu_n\rangle}{E_l-E_n}. \tag{14}$$

The derivative $\dot c_l$ is of second order and has been omitted. The matrix element of the velocity follows from differentiating $H_{\boldsymbol\kappa}u_n=E_nu_n$ with respect to $\kappa_\alpha$, projecting on $u_l$, and taking the complex conjugate:

$$\langle u_n|v_\alpha|u_l\rangle=\frac{E_n-E_l}{\hbar}\langle\partial_{\kappa_\alpha}u_n|u_l\rangle. \tag{15}$$

In the product of (15) and $c_l$ the energy denominators cancel, leaving $-i\langle\partial_{\kappa_\alpha}u_n|u_l\rangle\langle u_l|\partial_tu_n\rangle$. The mean velocity contains twice the real part of this product, summed over $l\ne n$. The sum can be extended to $l=n$ at no cost: both factors are then imaginary, their product is real, and multiplication by $-i$ leaves no real part. Completeness gives

$$\langle v_\alpha\rangle_n=\frac1\hbar\partial_{\kappa_\alpha}E_n+2\,\mathrm{Im}\langle\partial_{\kappa_\alpha}u_n|\partial_tu_n\rangle. \tag{16}$$

When two occupied bands mix, their mutual contributions are complex conjugates and their imaginary parts cancel in the sum over bands. Only empty states $l$ then contribute to the total, which therefore depends on the gap to empty states and tolerates crossings among occupied ones. The total is also unchanged by a unitary mixing of the occupied states, so the smooth states of (2) may be used in it.

Let $A_{nt}=\langle u_n|i\partial_tu_n\rangle$. Differentiation of the two connections gives

$$\partial_tA_{n\alpha}-\partial_{\kappa_\alpha}A_{nt}=i\langle\partial_tu_n|\partial_{\kappa_\alpha}u_n\rangle-i\langle\partial_{\kappa_\alpha}u_n|\partial_tu_n\rangle, \tag{17}$$

because the mixed second derivatives cancel. The right side equals the second term of (16). Now average (16) over the zone. The energy derivative integrates to zero because $E_n$ is periodic, and the derivative of $A_{nt}$ does so because the gauge is periodic. What remains, summed over bands, is

$$\sum_n\int\frac{d^3\kappa}{(2\pi)^3}\langle v_\alpha\rangle_n=\frac{d}{dt}\sum_nw_{n\alpha}. \tag{18}$$

The electron centres move at the rate required by the current. Each band contributes two electrons of charge $-e$, and each ion contributes $eZ_s\dot s_\alpha$. The charge passing in the direction of increasing $\xi_\alpha$ through one cell face that moves with the material is therefore

$$dQ_\alpha=e\,dp_\alpha. \tag{19}$$

This is an average over the position of the face within one cell. For a finite change one integrates (19) along the path, following $p_\alpha$ continuously.

**The charge in the wire.** Choose direction 3 across the film, with $\mathbf a_1$ and $\mathbf a_2$ in its plane. Divide the capacitor by a material face inside the film. The macroscopic field is zero at this face and outside the outer electrode. By Gauss's law, the half consisting of one electrode and the adjoining part of the film stays neutral after averaging over a cell. Charge that enters this half through the film must leave it through the wire. The wire therefore carries $e\,\Delta p_3$ per surface cell from the electrode on the $+3$ side to the other. Equation (19) gives a measurable charge, and an additive constant in $p_3$ has no part in it.

## The proper tensor, its branches, and a capacitor

The first half used lattice vectors $\mathbf a_\alpha$, cell volume $\Omega$ and displacement gradient $\varepsilon_{jk}$. The reduced dipole $p_\alpha$ consists of ionic positions and Berry-phase electron centres, and it is defined up to integers $m_\alpha$. The formal polarization is $\mathbf P=(e/\Omega)\sum_\alpha p_\alpha\mathbf a_\alpha$. Slow strain at zero macroscopic field drives the charge $e\,dp_\alpha$ through a cell face moving with the material.

**From charge to tensor.** Let $\mathbf S_1=\mathbf a_2\times\mathbf a_3$ be the area vector of the first face, with $\mathbf S_2$ and $\mathbf S_3$ defined cyclically. Since $\mathbf a_\alpha\cdot\mathbf S_\beta=\Omega\delta_{\alpha\beta}$, equation (6) gives

$$\mathbf P\cdot\mathbf S_\alpha=e\,p_\alpha,\qquad dQ_\alpha=d(\mathbf P\cdot\mathbf S_\alpha). \tag{20}$$

The transported charge is the change of the polarization flux through a material face. It contains $\mathbf P\cdot d\mathbf S_\alpha$ in addition to $d\mathbf P\cdot\mathbf S_\alpha$.

Let $d\mathbf q$ be the charge transported per area, written as a vector, so that $d\mathbf q\cdot\mathbf S_\alpha=e\,dp_\alpha$ for all three faces. The vector with these projections is $d\mathbf q=(e/\Omega)\sum_\alpha\mathbf a_\alpha dp_\alpha$. The proper piezoelectric tensor is its strain derivative, taken at $\varepsilon=0$:

$$e_{ijk}=\frac e\Omega\sum_\alpha a_{\alpha i}\frac{\partial p_\alpha}{\partial\varepsilon_{jk}}. \tag{21}$$

The naive tensor is obtained by differentiating every factor in (6). From $d\mathbf a_\alpha=d\varepsilon\,\mathbf a_\alpha$ and $d\Omega=\Omega\,\mathrm{tr}\,d\varepsilon$,

$$\frac{\partial a_{\alpha i}}{\partial\varepsilon_{jk}}=\delta_{ij}a_{\alpha k},\qquad \frac{\partial}{\partial\varepsilon_{jk}}\frac1\Omega=-\frac{\delta_{jk}}\Omega. \tag{22}$$

The three contributions are therefore

$$\frac{\partial P_i}{\partial\varepsilon_{jk}}=e_{ijk}+\delta_{ij}P_k-\delta_{jk}P_i. \tag{23}$$

The second term describes the stretching and turning of the cell dipole. The third describes the dilution of that dipole in a changed volume. Neither term by itself requires charge to pass through the material.

**Change of branch.** Under (7), the polarization changes by

$$\Delta\mathbf P=\frac e\Omega\sum_\alpha m_\alpha\mathbf a_\alpha. \tag{24}$$

The integers cannot vary continuously, so on a path with an open gap their strain derivative is zero. Equation (21) is unchanged. The naive derivative changes by

$$\Delta\left(\frac{\partial P_i}{\partial\varepsilon_{jk}}\right)=\delta_{ij}\Delta P_k-\delta_{jk}\Delta P_i. \tag{25}$$

This proves the independence of branch, and it also shows where the naive derivative is harmless. For the components used below,

$$\frac{\partial P_3}{\partial\varepsilon_{11}}=e_{311}-P_3,\qquad \frac{\partial P_3}{\partial\varepsilon_{33}}=e_{333},\qquad \frac{\partial P_1}{\partial\varepsilon_{13}}=e_{113}+P_3. \tag{26}$$

Stretching along 3 lengthens the dipole and the volume in the same ratio, so the two corrections cancel. Stretching along 1 changes the face area without lengthening the dipole along 3, and the correction remains.

Taking the polarization relative to a chosen centred, nonpolar crystal, and following a given insulating path from it, removes the ambiguity of branch, but it does not turn the naive derivative into the proper one. If the reference is kept centred at each strain, the difference $P_{\rm sw}$ has the in-plane derivative $e_{311}-P_{\rm sw}$. This number is fixed once the reference and the path are chosen, though another centred reference can give another value. It still differs from the coefficient that gives the charge.

The charge in the wire is now tied to the change of the reduced dipole, and the proper piezoelectric tensor that follows from it does not depend on the branch, whereas the naive derivative of the polarization can. What remains is to treat rotations and internal displacements, test the result on a model crystal, and apply it to a stretched capacitor with estimates of what would alter the charge in a real device.
